\section*{Neon 2p^5 3p: ten levels and their purity in three couplings}

\section{Problem}

The excited configuration $2p^5\,3p$ of neon has an open core and one outer electron. Find its ten levels from the Slater integrals $F^2,G^0,G^2$ between $2p$ and $3p$ and the spin-orbit constants $\zeta_{2p},\zeta_{3p}$. Then decide how well each level is described by a single label in $LS$, $jK$ and $jj$ coupling.

The core has orbital momentum $\mathbf l_c$ and spin $\mathbf s_c$ ($l=1$, $s=\tfrac12$); the outer electron has $\mathbf l_e,\mathbf s_e$, with the same quantum numbers. The schemes are
\begin{align*}
LS:&\quad \mathbf L=\mathbf l_c+\mathbf l_e,\quad \mathbf S=\mathbf s_c+\mathbf s_e;\\
jK:&\quad \mathbf j_c=\mathbf l_c+\mathbf s_c,\quad \mathbf K=\mathbf j_c+\mathbf l_e,\quad \mathbf J=\mathbf K+\mathbf s_e;\\
jj:&\quad \mathbf j_c,\quad \mathbf j_e=\mathbf l_e+\mathbf s_e .
\end{align*}
Labels are written ${}^{2S+1}L$, $j_c[K]$ and $(j_c,j_e)$. The \emph{purity} of a level is its largest squared component in a scheme. Each scheme has 2, 4, 3, 1 states for $J=0,1,2,3$. Energies are in cm$^{-1}$ from the configuration average.

The parameters come from a Hartree--Fock calculation of the Ne$^+$ $2p^5$ core in Slater-type functions. The $3p$ orbital is then found in the frozen core from the configuration-average energy, orthogonal to $2p$. In atomic units
\[
\zeta=\frac{\alpha^2}{2}\int_0^\infty P(r)^2\,\frac{Z-N(r)}{r^3}\,dr ,
\]
where $P$ is the radial function, $\alpha$ the fine-structure constant and $N(r)$ the number of core electrons, other than the one considered, inside $r$. The results are
\[
F^2=3018,\quad G^0=858,\quad G^2=777,\quad \zeta_{2p}=596,\quad \zeta_{3p}=6.3 .
\]
Larger basis sets raise $\zeta_{2p}$ by about 1 cm$^{-1}$, to $597$, and leave the other four values unchanged in the digits shown. Left out are core relaxation, the dependence of $3p$ on the term, configuration mixing, correlation, and magnetic interactions beyond this central field.

\section{First estimate by scaling}

Two states a distance $\Delta$ apart, coupled by $V$, have purity
\begin{equation}
P=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+4V^2}}\right). \label{two}
\end{equation}
Each scheme needs one typical $\Delta$ and one typical $V$.

A $p$ orbital along $z$ has $\langle\cos^2\theta\rangle=\tfrac35$, so $\langle P_2\rangle=\tfrac25$. Two such charge clouds interact with strength $(\tfrac25)^2F^2=483$. The core doublet is split by $\tfrac32\zeta_{2p}=895$, the outer one by $\tfrac32\zeta_{3p}=9.5$. Since $\mathbf l\cdot\mathbf s$ is $\tfrac12$ in four states and $-1$ in two, its root-mean-square value is $1/\sqrt2$, and the core spin-orbit coupling has typical size $\zeta_{2p}/\sqrt2=422$. Ignoring exchange:
\begin{align*}
jK:&\quad \Delta=895,\ V=483, & P&\approx0.84;\\
LS:&\quad \Delta=483,\ V=422, & P&\approx0.75;\\
jj:&\quad \Delta=9.5,\ V=483, & P&\approx0.50.
\end{align*}
No scheme should be good; $jK$ should be best and $jj$ clearly worst.

\section{Exact solution within the configuration}

\subsection{Term energies}

\paragraph{Direct part.} For one electron in each shell the angular factor of $F^2$ is $P_2(\mathbf n_1\cdot\mathbf n_2)=\tfrac32\sum_{ij}Q^{(1)}_{ij}Q^{(2)}_{ij}$, with $Q_{ij}=n_in_j-\tfrac13\delta_{ij}$. Within $l=1$, rotational symmetry gives
\[
Q_{ij}=c\left[\tfrac12(l_il_j+l_jl_i)-\tfrac23\delta_{ij}\right].
\]
For $m=1$, $\langle n_z^2\rangle-\tfrac13=-\tfrac2{15}$ while the bracket is $\tfrac13$, so $c=-\tfrac25$. Let $x=\mathbf l_1\cdot\mathbf l_2$. The commutators give $\sum_{ij}\tfrac12(l_{1i}l_{1j}+l_{1j}l_{1i})\,l_{2i}l_{2j}=x^2+\tfrac12x$, and the trace parts subtract $\tfrac43$. Hence
\[
f_L=\tfrac32\cdot\tfrac4{25}\left(x^2+\tfrac x2-\tfrac43\right),\qquad
f_S,f_P,f_D=\tfrac{10}{25},-\tfrac5{25},\tfrac1{25},
\]
for $x=-2,-1,1$. A filled shell has no quadrupole moment, so the $2p^5$ core has minus that of the missing electron. The core momentum is also minus that of the missing electron, but $Q$ is quadratic in $\mathbf l$. The direct energy is therefore $-f_LF^2$. By the same argument the core's spin-orbit energy is $-\zeta_{2p}\,\mathbf l_c\cdot\mathbf s_c$.

\paragraph{Exchange part.} Exchange contains a process in which the outer electron fills the hole while a $2p$ electron is raised to $3p$. Its sign is positive: $a^\dagger_ha_e$ takes $a^\dagger_ea_h|2p^6\rangle$ back to $|2p^6\rangle$, and $a^\dagger_{e'}a_{h'}$ creates the new state. Reordering the operators leaves a one-body term common to all states. The intermediate filled shell has $S=0$, and the spin sum vanishes for triplets. A singlet is
\[
\frac1{\sqrt2}\sum_{ij\sigma}c_{ij}\,a^\dagger_{3p_i\sigma}a_{2p_j\sigma}|2p^6\rangle,\qquad \sum_{ij}c_{ij}^2=1,
\]
with Cartesian orbitals $\sqrt{3/4\pi}\,n_i$. Relative to the uniform density $1/4\pi$, its transition density is $\sqrt2\cdot3\sum c_{ij}n_in_j$.
\begin{itemize}
\item $L=0$: $c_{ij}=\delta_{ij}/\sqrt3$, the density is $\sqrt6$, and the energy is $6G^0$.
\item $L=1$: $c_{ij}$ is antisymmetric and the density vanishes.
\item $L=2$: $c_{ij}$ is symmetric and traceless. The kernel $P_2$ contributes $\tfrac15$ and the angular average of $(\sum c_{ij}n_in_j)^2$ is $\tfrac2{15}$. The energy is $18\cdot\tfrac15\cdot\tfrac2{15}G^2=\tfrac{12}{25}G^2$.
\end{itemize}
The average over 36 states is $(6G^0+5\cdot\tfrac{12}{25}G^2)/36=G^0/6+G^2/15$; the direct part averages to zero. Thus
\begin{equation}
E({}^{2S+1}L)=-f_LF^2-\tfrac{G^0}6-\tfrac{G^2}{15}
+\delta_{S0}\left(6G^0\delta_{L0}+\tfrac{12}{25}G^2\delta_{L2}\right).
\end{equation}
For example, $E({}^3D)=-121-143-52=-316$. The others are ${}^3S$ $-1402$, ${}^1D$ $57$, ${}^1S$ $3746$, and ${}^3P={}^1P=409$. The two $P$ terms coincide because exchange does not act on ${}^1P$.

\subsection{Spin-orbit matrices}

Write the spin-orbit operator as $A=a_c\,\mathbf l_c\cdot\mathbf s_c+a_e\,\mathbf l_e\cdot\mathbf s_e$, with $a_c=-\zeta_{2p}$ and $a_e=\zeta_{3p}$. Let $s=a_c+a_e=-590$ and $d=a_c-a_e=-603$. With $\mathbf u=\mathbf l_c-\mathbf l_e$ and $\mathbf t=\mathbf s_c-\mathbf s_e$, substitution of $\mathbf l_{c,e}=(\mathbf L\pm\mathbf u)/2$ and $\mathbf s_{c,e}=(\mathbf S\pm\mathbf t)/2$ gives
\begin{equation}
A=\tfrac14\left[(s\mathbf L+d\mathbf u)\cdot\mathbf S+(d\mathbf L+s\mathbf u)\cdot\mathbf t\right]. \label{A}
\end{equation}
Here $\mathbf u$ connects $P$ with $S$ or $D$, and $\mathbf t$ connects singlets with triplets. Triplet diagonals are $\tfrac s4\mathbf L\cdot\mathbf S$, with $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-2]$; singlet diagonals vanish. Three facts give the squared off-diagonal elements: $u^2=8-L(L+1)$; $\langle t_it_j\rangle=\delta_{ij}$ in a spin singlet; and the $jj$ states have $A$-values built from $\mathbf l\cdot\mathbf s=\tfrac12$ or $-1$.

\paragraph{$J=3$.} The one state has $A=s/2$.

\paragraph{$J=0$.} The ${}^3P$ diagonal is $-s/2$. From ${}^1S$, $V^2=\tfrac{s^2}{16}\cdot8=\tfrac{s^2}2$.

\paragraph{$J=2$.} The diagonals for ${}^3P,{}^3D,{}^1D$ are $\tfrac s4,-\tfrac s4,0$. Acting on ${}^1D$, \eqref{A} gives
\[
V^2({}^3D,{}^1D)=\tfrac{d^2}{16}\cdot6=\tfrac38d^2,\qquad
V^2({}^3P,{}^1D)=\tfrac{s^2}{16}\cdot2=\tfrac18s^2 .
\]
The $jj$ values are $\tfrac s2$ and $\tfrac14(-s\pm3d)$, so $\mathrm{tr}A^2=\tfrac38s^2+\tfrac98d^2$. Its $d^2$ part requires $2[V^2({}^3P,{}^3D)+\tfrac38d^2]=\tfrac98d^2$, hence $V^2({}^3P,{}^3D)=\tfrac3{16}d^2$. Only the sign of the product $\Pi$ of the three elements matters. The $sd^2$ part of $\mathrm{tr}A^3$ is $-\tfrac{27}{32}sd^2$ from the $jj$ values and $3\cdot\tfrac38\cdot(-\tfrac14)sd^2+6\Pi$ from the matrix. So $\Pi=-\tfrac3{32}sd^2$, and
\[
A_2=\begin{pmatrix}
\frac s4&\frac{\sqrt3}4d&-\frac s{\sqrt8}\\
\frac{\sqrt3}4d&-\frac s4&\frac{\sqrt6}4d\\
-\frac s{\sqrt8}&\frac{\sqrt6}4d&0\end{pmatrix}.
\]

\paragraph{$J=1$.} The order is ${}^3S,{}^3P,{}^3D,{}^1P$, with diagonals $0,-\tfrac s4,-\tfrac{3s}4,0$. For $L=0$, $\langle u_iu_j\rangle=\tfrac83\delta_{ij}$, and on a triplet $\sum_i t_i|0\rangle\langle0|t_i=1$, where $|0\rangle$ is the spin singlet. Therefore
\begin{align*}
V^2({}^3S,{}^3P)&=\tfrac{d^2}{16}\cdot\tfrac83\cdot2=\tfrac{d^2}3, &
V^2({}^3S,{}^1P)&=\tfrac{s^2}{16}\cdot\tfrac83=\tfrac{s^2}6,\\
V^2({}^3P,{}^1P)&=\tfrac{d^2}{16}\cdot2=\tfrac{d^2}8, &
V^2({}^3D,{}^1P)&=\tfrac{6s^2}{16}-\tfrac{s^2}6=\tfrac5{24}s^2 .
\end{align*}
The $jj$ values are those of $J=2$ and $-s$, so the $d^2$ part of $\mathrm{tr}A^2$ is again $\tfrac98d^2$. This gives $V^2({}^3P,{}^3D)=\tfrac9{16}d^2-\tfrac13d^2-\tfrac18d^2=\tfrac5{48}d^2$.

Basis phases allow the three $d$ elements to be written with positive coefficients. Let the ${}^3S$--${}^1P$ and ${}^3D$--${}^1P$ elements carry signs $\sigma,\tau$ relative to $s$. The $sd^2$ part of $\mathrm{tr}A^3$ gives
\[
-\tfrac{27}{32}=3\left(-\tfrac1{12}-\tfrac5{48}-\tfrac1{32}\right)+6\left(\tfrac{\sigma}{12}+\tfrac{5\tau}{96}\right),
\]
or $8\sigma+5\tau=-3$, so $\sigma=-1$, $\tau=1$:
\[
A_1=\begin{pmatrix}
0&\frac d{\sqrt3}&0&-\frac s{\sqrt6}\\
\frac d{\sqrt3}&-\frac s4&\sqrt{\frac5{48}}\,d&\frac d{\sqrt8}\\
0&\sqrt{\frac5{48}}\,d&-\frac{3s}4&\sqrt{\frac5{24}}\,s\\
-\frac s{\sqrt6}&\frac d{\sqrt8}&\sqrt{\frac5{24}}\,s&0\end{pmatrix}.
\]

\subsection{Levels and purities}

For $J=0$ the matrix has diagonals $3746$ and $409+295=704$ and coupling $417$ in magnitude:
\[
E=2225\pm\sqrt{1521^2+417^2}=2225\pm1577=3802,\ 648 .
\]
For $J=3$, $E=-316-295=-611$. The other two matrices, diagonalised numerically, are
\[
\begin{pmatrix}-1402&-348&0&241\\-348&556&-195&-213\\0&-195&127&-269\\241&-213&-269&409\end{pmatrix},\quad
\begin{pmatrix}261&-261&209\\-261&-168&-369\\209&-369&57\end{pmatrix}.
\]

The other bases follow from the same matrices. The $jj$ states are the common eigenvectors of $\mathbf l_c\cdot\mathbf s_c$ ($A$ with $a_c=1,a_e=0$) and $\mathbf l_e\cdot\mathbf s_e$. For $jK$, $\mathbf l_c\cdot\mathbf l_e=\tfrac12L(L+1)-2$ is projected onto fixed $j_c$. There $\mathbf l_c$ acts as $g\,\mathbf j_c$, with $g=\tfrac23$ for $j_c=\tfrac32$ and $\tfrac43$ for $j_c=\tfrac12$, and $\mathbf j_c\cdot\mathbf l_e$ fixes $K$. Leading labels and purities are:

\begin{center}
\begin{tabular}{rrllllll}
$J$&$E$&$LS$&&$jK$&&$jj$&\\
1&$-1484$&${}^3S$&0.96&$\frac32[\frac12]$&0.83&$(\frac32,\frac32)$&0.46\\
3&$-611$&${}^3D$&1.00&$\frac32[\frac52]$&1.00&$(\frac32,\frac32)$&1.00\\
2&$-454$&${}^3D$&0.69&$\frac32[\frac52]$&0.89&$(\frac32,\frac12)$&0.92\\
1&$-146$&${}^3D$&0.60&$\frac32[\frac32]$&0.80&$(\frac32,\frac12)$&0.45\\
2&$-19$&${}^3P$&0.53&$\frac32[\frac32]$&0.84&$(\frac32,\frac32)$&0.91\\
1&$531$&${}^3D$&0.40&$\frac12[\frac32]$&0.80&$(\frac12,\frac12)$&0.72\\
2&$624$&${}^3P$&0.45&$\frac12[\frac32]$&0.88&$(\frac12,\frac32)$&0.88\\
0&$648$&${}^3P$&0.98&$\frac12[\frac12]$&0.54&$(\frac12,\frac12)$&0.54\\
1&$790$&${}^3P$&0.65&$\frac12[\frac12]$&0.83&$(\frac12,\frac32)$&0.74\\
0&$3802$&${}^1S$&0.98&$\frac32[\frac12]$&0.54&$(\frac32,\frac32)$&0.54
\end{tabular}
\end{center}

The mean purities are $0.72$ in $LS$, $0.79$ in $jK$ and $0.71$ in $jj$. In $LS$ the leading labels do not name the levels uniquely: ${}^3D_1$ and ${}^3P_2$ each occur twice and ${}^1P_1$ and ${}^1D_2$ never lead. The $J=1$ case is a near tie: the level at $531$ has weights $0.404$ in ${}^3D$ and $0.402$ in ${}^1P$, and a $\zeta_{2p}$ lower by a few per cent, well within the model's uncertainty, makes ${}^1P$ lead. In $jK$ and $jj$ the leading label together with $J$ is different for each of the ten levels. The two $J=0$ labels are fragile, however: a $G^0$ lower by 14 per cent or more exchanges them.

\section{Comparison of estimate and solution}

The estimates $0.84$ and $0.75$ for $jK$ and $LS$ are near the means $0.79$ and $0.72$. The estimate $0.50$ for $jj$ is much too low, and $jj$ is almost level with $LS$.

\paragraph{Why $jK$ works for $J=1$.} Exchange distinguishes ${}^1S$ and ${}^1D$, neither of which has $J=1$. If $\zeta_{3p}$ is also dropped, the outer spin is free and $K$ is conserved. Since also $\mathbf K=\mathbf L+\mathbf s_c$, $K=\tfrac12$ contains $L=0,1$ and $K=\tfrac32$ contains $L=1,2$. The diagonal of $\mathbf l_c\cdot\mathbf s_c$ is $\tfrac12\mathbf L\cdot\mathbf s_c$: $0,-\tfrac12$ for $K=\tfrac12$ and $\tfrac14,-\tfrac34$ for $K=\tfrac32$. Its eigenvalues are $\tfrac12,-1$, so the determinant is $-\tfrac12$ and the squared couplings are $\tfrac12$ and $\tfrac5{16}$. With $\zeta=\zeta_{2p}$ the two blocks are
\[
\begin{pmatrix}E_S&\zeta/\sqrt2\\\zeta/\sqrt2&E_P+\zeta/2\end{pmatrix},\qquad
\begin{pmatrix}E_P-\zeta/4&\sqrt5\,\zeta/4\\\sqrt5\,\zeta/4&E_D+3\zeta/4\end{pmatrix},
\]
where $E_S,E_P,E_D$ are the triplet energies. They give $-1483,788$ and $-144,535$, within 5 cm$^{-1}$ of the full $J=1$ levels.

The remaining impurity is mixing of $j_c$. For $K=\tfrac12$ the diagonal element $0=\tfrac12w-(1-w)$ shows that $L=0$ has weight $w=\tfrac23$ in $j_c=\tfrac32$. The two $j_c$ states are then $\tfrac32\zeta+\tfrac13(E_P-E_S)=1498$ apart and coupled by $\tfrac{\sqrt2}3(E_P-E_S)=854$, and \eqref{two} gives $0.83$. For $K=\tfrac32$, $w=\tfrac56$ for $L=1$; the gap is $\tfrac32\zeta-\tfrac23(E_P-E_D)=412$, the coupling $\tfrac{\sqrt5}6(E_P-E_D)=270$, and $P=0.80$. The scaling estimate had neither the gaps nor the couplings right, but the purity depends only on their ratio, which is $1.75$ and $1.53$ here against $1.85$ there.

\paragraph{Why $jj$ is not at $0.50$.} A pure $jK$ state already resembles a $jj$ state for geometrical reasons. Let $w$ now be its weight of $j_e=\tfrac32$. Then $\langle\mathbf l_e\cdot\mathbf s_e\rangle=\tfrac12w-(1-w)$, so $w=\tfrac23(\langle\mathbf l_e\cdot\mathbf s_e\rangle+1)$. Projecting $\mathbf l_e$ onto $\mathbf K$,
\[
\langle\mathbf l_e\cdot\mathbf s_e\rangle=\frac{K(K+1)+2-j_c(j_c+1)}{2K(K+1)}\cdot\frac{J(J+1)-K(K+1)-\frac34}2 .
\]
For $\tfrac32[\tfrac52]$, $J=2$, this is $\tfrac25\cdot(-\tfrac74)=-\tfrac7{10}$ and $w=\tfrac15$. For $J=1$, $\tfrac32[\tfrac32]$ has $w=\tfrac49$ and $\tfrac12[\tfrac32]$ has $w=\tfrac19$. The larger weights are thus $\tfrac45$ (two states), $\tfrac59$ (two) and $\tfrac89$ (two); the other four states coincide in both schemes. Ten pure $jK$ levels would have mean $jj$ purity $0.85$.

\paragraph{What exchange does.} Apart from a common shift, $G^0$ acts on ${}^1S$ alone, hence on the two $J=0$ levels. Without it ${}^1S$ would lie well below ${}^3P$; with it ${}^1S$ lies far above. The two levels are nearly pure in $LS$ either way ($0.96$ and $0.98$), but their order is reversed, and this matters for $jK$. A pure ${}^1S_0$ has $\langle\mathbf l_c\cdot\mathbf s_c\rangle=0$, hence weight $\tfrac23=\cos^2 35.3^\circ$ in $j_c=\tfrac32$. The spin-orbit term turns the upper level towards the higher state $j_c=\tfrac12$ by an angle $\theta$ with $\tan2\theta=417/1521$, $\theta=7.7^\circ$, and the $jK$ purity drops to $\cos^2 43^\circ\approx0.54$. With $G^0=0$ the level that is mainly ${}^1S$ is the lower one and turns towards $j_c=\tfrac32$ instead. The $jK$ purity of both $J=0$ levels is then $0.83$, and the $jK$ mean rises from $0.79$ to $0.85$. Similarly $G^2$ acts on the $J=2$ levels alone. If it too is removed, the $jj$ mean falls from $0.77$ to $0.73$ while the $jK$ mean stays at $0.85$: here exchange moves the $J=2$ states towards $jj$. The unchanged $jK$ mean is a cancellation in this example: without $G^2$, $K$ is nearly conserved and the $J=2$ purities are about $1.00,0.80,0.80$ instead of $0.89,0.84,0.88$. Setting $\zeta_{3p}=0$ instead, with exchange kept, changes no mean by more than $0.001$.

\paragraph{Two limits.} With $\zeta_{2p}$ ten times larger, the means become $0.64$, $0.98$ and $0.87$ in $LS$, $jK$ and $jj$: this larger core splitting favours $jK$. Good $jj$ coupling throughout would also need $\zeta_{3p}$ to exceed the electrostatic couplings.

In the opposite limit, both $\zeta$ small at fixed ratio, $LS$ coupling still fails for two levels. The degenerate ${}^3P_1,{}^1P_1$ are separated by $|s|/4$ and coupled by $|d|/\sqrt8$, both of first order in $\zeta$, so \eqref{two} gives
\[
P=\frac12\left(1+\frac1{\sqrt{1+8d^2/s^2}}\right),
\]
which is $0.66$ for the present ratio and $\tfrac23$ for $\zeta_{3p}=0$. The mean $LS$ purity tends to $0.93$, not to 1.

\paragraph{Reliability.} The ${}^1S_0$ level is the most exposed to the omissions. Its term energy, $3746$, is about one sixth of the $3p$ binding energy of $0.107$ hartree ($2.34\times10^4$ cm$^{-1}$), so a $3p$ orbital optimised for the average is a poor choice for it. A $3p$ orbital optimised for ${}^1S$ in the same frozen core lowers the term energy to about $1680$. With this value in the $J=0$ matrix and the other elements unchanged, the two $J=0$ labels in $jK$ and $jj$ are exchanged and their purities are $0.68$ instead of $0.54$. The tabulated $J=0$ labels therefore belong to the average orbital and should not be taken as an assignment for real neon. ${}^1S$ can also mix with the ground configuration $2p^6$, which has the same parity and $J$. The $J=1$ purities do not depend on $G^0$ or $G^2$ within this model, though they still depend on $F^2$ and the two spin-orbit constants. These are themselves uncertain. A $3p$ orbital optimised for ${}^3S$ lowers that term from $-1402$ to about $-1610$. The measured Ne$^+$ doublet of about $780$ corresponds to $\zeta_{2p}\approx520$ rather than $596$, and the measured lowest and highest levels lie near $-1940$ and $2775$, against $-1484$ and $3802$ here. With $\zeta_{2p}=520$ and nothing else changed, the means in $LS$, $jK$ and $jj$ are $0.74$, $0.77$ and $0.70$. A least-squares fit of the five parameters to the measured levels, with residuals up to about $70$, gives $F^2\approx4200$, $\zeta_{2p}\approx370$ and means of about $0.85$, $0.65$ and $0.61$. The lead of $jK$ over $LS$ thus belongs to the frozen-core parameters used here. It depends on the ratio $F^2/\zeta_{2p}$ and is not established for real neon.
